# Why a fully diffuse wall must emit by the cosine law

## A gas in a sphere

Take a hollow sphere of radius $R$ holding a gas so thin that its molecules meet the wall but not each other. Let all of them have the same speed $v$. Each unit area of wall receives and returns $J$ molecules per unit time. The wall is *fully diffuse*: a departing molecule's velocity is drawn from one fixed distribution, whatever its velocity on arrival.

Let $P(\theta)$ be the probability of departure per unit solid angle, where $\theta$ is measured from the inward normal. Two candidates, each normalized over the half-space, are

$$P_{\rm cos}=\frac{\cos\theta}{\pi},\qquad P_{\rm iso}=\frac{1}{2\pi}.$$

The second sends equal numbers into equal solid angles and looks like the fairer choice. To see what gas each one makes, we need the density.

A wall patch of area $dA$ sends $JP(\theta)\,dA\,d\Omega$ molecules per unit time into the solid angle $d\Omega$. Seen along their direction of flight, the patch has area $dA\cos\theta$. The rate per unit perpendicular area and unit solid angle is therefore

$$I=\frac{JP(\theta)}{\cos\theta}.$$

This intensity does not change along a free path. Consider two small areas $a$ and $b$, both perpendicular to the path and a distance $s$ apart. The molecules crossing both number $I_a\,a\,(b/s^2)$ per unit time when counted at $a$, and $I_b\,b\,(a/s^2)$ when counted at $b$. They are the same molecules, so $I_a=I_b$.

A beam of intensity $I$ contributes $I/v$ to the density per unit solid angle, so $n=\frac1v\int I\,d\Omega$ over all directions. The cosine law gives $I=J/\pi$ on every ray, and hence $n=4J/v$ at every point. The isotropic law gives $I=J/(2\pi\cos\theta)$. Rays through the centre left the wall at $\theta=0$, so the density there is $4\pi\cdot J/(2\pi v)=2J/v$, half as large for the same wall flux.

Away from the centre, let $x=r/R$, and let a ray make an angle $\alpha$ with the radius through the point. Its perpendicular distance from the centre is both $r\sin\alpha$ and $R\sin\theta$, so $\cos\theta=\sqrt{1-x^2\sin^2\alpha}$. With $\mu=\cos\alpha$ and $d\Omega=2\pi\,d\mu$, and with the two halves of the $\mu$ range contributing equally,

$$n_{\rm iso}(x)=\frac{2J}{v}\int_0^1\frac{d\mu}{\sqrt{1-x^2+x^2\mu^2}}.$$

Substitute $x\mu=\sqrt{1-x^2}\,\sinh u$. The root becomes $\sqrt{1-x^2}\cosh u$ and $d\mu=\sqrt{1-x^2}\cosh u\,du/x$, so the integrand reduces to $du/x$. At the upper limit $\sinh u=x/\sqrt{1-x^2}$, which means $\cosh u=1/\sqrt{1-x^2}$ and $\tanh u=x$. Thus

$$n_{\rm iso}(x)=\frac{2J}{v}\,\frac{\operatorname{artanh}x}{x}.$$

The density rises from $2J/v$ at the centre to $5.35\,J/v$ at $x=0.99$, and diverges logarithmically at the wall. The total number stays finite. A chord has length $2R\cos\theta$ and takes a time $2R\cos\theta/v$, so the mean density is

$$\bar n=\frac{4\pi R^2J\,(2R/v)\langle\cos\theta\rangle}{4\pi R^3/3}=\frac{6J}{v}\langle\cos\theta\rangle .$$

Isotropic emission has $\langle\cos\theta\rangle=\tfrac12$ and $\bar n=3J/v$. Cosine emission has $\langle\cos\theta\rangle=\tfrac23$ and $\bar n=4J/v$, as before.

## Steady is not the same as equilibrium

The isotropic gas in the sphere is nevertheless steady. A chord and the two radii to its ends form an isosceles triangle, so a molecule arrives at the same angle at which it departed. By symmetry every part of the wall also receives the same flux. Each wall patch gets back, angle by angle, what it sends out, and nothing changes with time.

So a steady state alone does not force the cosine law. What the isotropic gas lacks is equilibrium. No force acts in the interior, yet the gas is denser near the wall than at the centre. A small flat plate at the centre would be struck on each side at the rate $\int I\cos\theta'\,d\Omega=\pi\cdot J/(2\pi)=J/2$, where $\theta'$ is measured from the plate's normal. The wall is struck at the rate $J$.

## What equilibrium demands of any wall

Now let the enclosure have any shape, with all its walls at temperature $T$, and let the speeds be distributed. In classical equilibrium the probability of a molecular state is proportional to $e^{-(mv^2/2+U)/kT}$. Beyond the short range of the wall forces, and without an external field, the potential energy $U$ is constant. The density $n$ is then uniform. The velocity enters only through $v^2$, so all directions are equally likely, right up to the edge of the wall's force range. This holds for departing molecules as well as for arriving ones.

Count the departing ones. Those that leave an area $A$ during a time $dt$, with speed $v$ and angle $\theta$, fill a slanted cylinder of side $v\,dt$ and height $v\cos\theta\,dt$. Its volume is $Av\cos\theta\,dt$. Let $g(v)\,dv$ be the fraction of gas molecules with speeds in $dv$. A fraction $d\Omega/4\pi$ of them moves into $d\Omega$, so the wall must supply, per unit area and time,

$$dJ=n\,v\cos\theta\;g(v)\,dv\,\frac{d\Omega}{4\pi}.$$

Over the outgoing half-space $\int\cos\theta\,d\Omega=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi$. With mean speed $\bar v=\int v\,g\,dv$, the total is $J=n\bar v/4$. Dividing $dJ$ by $J$ gives the probability of departure:

$$\frac{dJ}{J}=\left[\frac{\cos\theta}{\pi}\,d\Omega\right]\left[\frac{v\,g(v)}{\bar v}\,dv\right].$$

The first bracket is the cosine law. Since it was found by equating the wall's output to what the gas must contain, no other angular law will do.

The word "isotropic" can apply to two different things. In a thin layer of thickness $h$ next to a flat wall, a molecule spends a time $h/(v\cos\theta)$. Grazing molecules linger there. For equal numbers to be *present* in each direction, fewer must be *emitted* at grazing angles, in proportion to $\cos\theta$. For the departing molecules, cosine emission and equal numbers present in each outgoing direction are one condition, stated once for a flux and once for a density.

The difference is not small. The cosine law sends a fraction $\sin^2\theta$ of the molecules within an angle $\theta$ of the normal, and the isotropic law a fraction $1-\cos\theta$. Within $30^\circ$ these are 0.25 and 0.134. Beyond $60^\circ$ they are 0.25 and 0.50.

The second bracket favours fast molecules. For the Maxwell distribution $g\propto v^2e^{-\beta v^2}$ with $\beta=m/2kT$, the mean translational energy of a departing molecule is

$$\frac m2\,\frac{\int v^5e^{-\beta v^2}dv}{\int v^3e^{-\beta v^2}dv}=\frac m2\,\frac{1/\beta^3}{1/(2\beta^2)}=\frac{m}{\beta}=2kT,$$

compared with $\tfrac32kT$ for a molecule in the gas.

## What "fully diffuse" adds

Equilibrium fixes the sum of all departures. A perfect mirror satisfies it too, because it turns an isotropic gas into an isotropic gas. Suppose a wall reflects a fraction $1-s(\theta)$ of arrivals like a mirror and holds the rest for later release. The reflected part supplies $(1-s)\cos\theta$, so the released part must follow $s(\theta)\cos\theta$. This is a pure cosine only if $s$ does not depend on angle.

For a fully diffuse wall there is no mirrored part, and the whole burden falls on one fixed distribution. Such a wall keeps no record of how its molecules arrived. The law deduced in equilibrium therefore still holds when the gas is out of equilibrium, provided the wall keeps the same temperature and surface condition. This is why the cosine law can be used for flow through pores and trenches whose walls are close to fully diffuse. Very smooth walls can reflect many molecules like a mirror, and then it does not describe all departures.

## A hole exposes the wrong law

The sphere tolerated isotropic emission because its chords have equal end angles. In a blind cylindrical hole of radius $a$ and depth $L$, paths between the side wall and the bottom generally have unequal ones. Let the mouth open onto an equilibrium gas, so that the flux is $J$ on every surface. Now let the side wall switch to isotropic emission while still emitting $J$ per unit area. What reaches the bottom directly?

Look up from a bottom point at distance $xa$ from the axis, at an angle $\theta$ to the axis and an azimuth $\varphi$ from the outward radius. The horizontal distance to the wall is $a(q-x\cos\varphi)$, with $q=\sqrt{1-x^2\sin^2\varphi}$. The ray meets the rim at $\theta_m$, where $\tan\theta_m=a(q-x\cos\varphi)/L$. For $\theta>\theta_m$ it comes from the wall, which it left at an angle $\theta_w$ to the wall's normal. The horizontal part of its direction is $\sin\theta$, and the sine rule in the cross-section gives $\cos\theta_w=q\sin\theta$. For $\theta<\theta_m$ it comes from the mouth with intensity $J/\pi$. Per unit azimuth, the bottom receives

$$\int_{\theta_m}^{\pi/2}\frac{J\cos\theta\sin\theta}{2\pi q\sin\theta}\,d\theta+\int_0^{\theta_m}\frac J\pi\cos\theta\sin\theta\,d\theta
=\frac{J}{2\pi}\left[\frac{1-\sin\theta_m}{q}+\sin^2\theta_m\right].$$

The bottom flux relative to $J$ is the bracket averaged over azimuth and over the disc. For a very deep hole $\theta_m\to0$ and only $1/q$ remains. Integrating over $x$ first,

$$\int_0^1\frac{2x\,dx}{\sqrt{1-x^2\sin^2\varphi}}=\frac{2(1-|\cos\varphi|)}{\sin^2\varphi}=\frac{2}{1+|\cos\varphi|}.$$

Its average over $\varphi$ is $\frac2\pi\int_0^{\pi/2}\frac{2\,d\varphi}{1+\cos\varphi}=\frac4\pi\tan\frac\pi4=\frac4\pi\approx1.27$. For $L=10a$, numerical integration gives 1.18. While the wall still emits $J$ everywhere, these direct arrivals would strike the bottom 18% too often, so equilibrium cannot last. With cosine emission every ray carries $J/\pi$, and the result is 1 for any depth.

The final steady state was found by following 200,000 simulated molecules from the mouth until they left again, with the bottom now obeying the same law as the side wall. For a hole 100 nm wide and 500 nm deep, the fluxes relative to $J$ are:

| Surface | Cosine | Isotropic |
|---|---|---|
| wall, 0–100 nm | 1.00 | 0.85 |
| wall, 100–200 nm | 1.00 | 0.74 |
| wall, 200–300 nm | 1.00 | 0.71 |
| wall, 300–400 nm | 1.01 | 0.74 |
| wall, 400–500 nm | 1.00 | 1.00 |
| bottom | 1.00 | 1.22 |

The largest standard error is 0.01. With isotropic emission the bottom is struck 1.7 times as often as the middle of the wall, although everything is at one temperature. The lowest wall band, next to the bottom, is struck more often than the bands above it.

## Nitrogen in a process hole

These dimensions, with nitrogen purge gas at 1 Torr and 500 K, are rough typical values for atomic layer deposition, though many holes are much deeper relative to their width. The density is $n=p/kT=1.93\times10^{16}\ \mathrm{cm^{-3}}$ and the mean speed is 615 m/s, so

$$J=\tfrac14(1.93\times10^{16})(6.15\times10^4)=2.97\times10^{20}\ \mathrm{cm^{-2}\,s^{-1}},$$

or $2.3\times10^{10}$ hits per second on the bottom. The hole holds 76 molecules on average, with a random fluctuation of about 11%, so the uniform density is a time average. For a rough collision diameter of 0.37 nm the mean free path, $1/(\sqrt2\,\pi d^2n)$, is 85 µm, or 850 hole diameters. Gas collisions can be ignored within the hole.

The assumption that deposition itself breaks is equilibrium, because a reactive gas is consumed. Repeating the simulation with cosine emission and a chosen loss probability of 0.01 at every hit lowers the bottom flux to about 0.62 of $J$. In the loss-free hole the number of hits per entering molecule averages $(2\pi aL+\pi a^2)/\pi a^2=21$. Many molecules leave after only a few, but others strike the bottom again and again. Averaged over all strikes on the bottom, the striking molecule has already made more than 50 hits, earlier bottom strikes included, so small losses add up. The flux is then uneven because molecules are being removed, while the diffuse wall is assumed to keep its emission law. A fixed loss probability describes a fresh surface or steady consumption. In atomic layer deposition the surface reaction is self-limiting, so the loss falls as the wall saturates and the bottom flux rises during the dose.
